# Counting Active Interface States from a Charge-Pumping Current

## The problem

An n-channel silicon transistor has a gate area of $10\ \mu\mathrm{m}^2$. Source and drain are held at substrate potential while the gate is pulsed at 1 MHz between accumulation and inversion. The substrate contact carries a net current of magnitude 160 pA.

(a) How many interface states take part, and what is their density per square centimetre?

(b) Which part of the silicon band gap do these states occupy, and what is their mean density per unit energy?

(c) Under what conditions can the current be read in this way?

The pulse is a trapezoid from $-2.0$ V to $+1.0$ V, with 100 ns ramps and 400 ns plateaus. The oxide is 5 nm thick, the channel is $1\ \mu$m long and the substrate holds $10^{17}\ \mathrm{cm^{-3}}$ acceptors. For an ideal n$^+$ polysilicon gate without oxide charge, the flat-band voltage is $V_{FB}=-0.977$ V and the threshold voltage is $V_T=0.098$ V. At 300 K, $kT=0.02585$ eV. Rough values are used for the intrinsic density, $n_i=10^{10}\ \mathrm{cm^{-3}}$, the thermal velocity, $v=10^7$ cm/s, and the capture cross section, $\sigma=10^{-15}\ \mathrm{cm^2}$, taken equal for electrons and holes.

## A first estimate by scaling

In inversion a state can take an electron from the channel. In accumulation it can take a hole from the substrate, which removes the electron. If this happens once per cycle, each state passes one elementary charge per microsecond, which is about 0.16 pA. A current of 160 pA then needs about 1000 states. Spread over $10\ \mu\mathrm{m}^2$, they amount to 100 per $\mu\mathrm{m}^2$. Since $1\ \mathrm{cm^2}=10^8\ \mu\mathrm{m}^2$, the density is about $10^{10}\ \mathrm{cm^{-2}}$.

For the energy range, the question is which states keep their carrier while the gate moves from one condition to the other. A midgap state emits at a rate of about $\sigma v n_i=100\ \mathrm{s^{-1}}$. During a 100 ns ramp its emission probability is therefore only $10^{-5}$. Moving a state towards a band by $kT$ raises its emission rate to that band by a factor $e$. Emission becomes likely at a distance $kT\ln 10^5$ from midgap, so the range, counted on both sides, is

$$
2kT\ln 10^5 = 2(0.02585)(11.5)\ \mathrm{eV}\approx 0.60\ \mathrm{eV}.
$$

The mean density per energy is then about $10^{10}/0.60\approx1.7\times10^{10}\ \mathrm{cm^{-2}\,eV^{-1}}$.

## Solution: the counting law

Let $f_t$ be the probability that a state holds an electron, $n$ and $p$ the electron and hole densities at the surface, and $e_n$ and $e_p$ the emission rates of electrons and holes. Each state is assumed to switch between two charge states only. Its occupation obeys

$$
\frac{df_t}{dt}=U_n-U_p,
$$

$$
U_n=\sigma v n(1-f_t)-e_nf_t,\qquad
U_p=\sigma v p f_t-e_p(1-f_t).
$$

Here $U_n$ is the net rate of electron capture from the conduction band and $U_p$ the net rate of hole capture from the valence band. Capturing a hole empties the state, hence the minus sign.

In the periodic steady state $f_t$ returns to its starting value after one period $1/f$. Integrating the first equation over a period gives zero on the left, so

$$
\int_0^{1/f}U_n\,dt=\int_0^{1/f}U_p\,dt\equiv r .
$$

The number $r$ is the mean number of electrons that recombine at this state per cycle. The electrons come from source and drain, the holes from the substrate. Each recombination therefore moves one charge $q$ between these contacts. The charging current of the gate capacitance reverses during the cycle and averages to zero.

Summing over all states in the gate area $A$ gives the current magnitude

$$
I=qf\sum_i r_i .
$$

Defining $N=\frac1A\sum_i r_i$, we obtain

$$
I=qfAN,\qquad N=\frac{I}{qfA}.
$$

A state with $r=1$ counts as one active state. A state that often loses its carrier by emission counts as a fraction.

With $A=10\ \mu\mathrm{m}^2=10^{-7}\ \mathrm{cm^2}$,

$$
N=\frac{1.60\times10^{-10}\ \mathrm{A}}
{(1.6022\times10^{-19}\ \mathrm{C})(10^6\ \mathrm{s^{-1}})(10^{-7}\ \mathrm{cm^2})}
=9.99\times10^9\ \mathrm{cm^{-2}} .
$$

The answer to (a) is thus $N\approx10^{10}\ \mathrm{cm^{-2}}$, or $NA\approx1000$ states in the device. The area must be read with care: a square of side $10\ \mu\mathrm{m}$ has an area of $100\ \mu\mathrm{m}^2$, and using it would lower the density tenfold.

The law can be checked by solving the rate equations for 1000 states spread evenly within 0.20 eV of midgap. The surface densities $n$ and $p$ follow from the charge equation of the silicon surface at each gate voltage. The resulting current is 160.06 pA, against $1000\,qf=160.2$ pA. The deficit of 0.1 % comes from emission by the outermost states, as the next section shows.

## Solution: the energy range

The emission rate follows from detailed balance. In equilibrium $U_n=0$, so $e_n=\sigma v n(1-f_t)/f_t$. Let $E$ and the Fermi level $E_F$ be measured from midgap, with the intrinsic level also at midgap and no extra degeneracy factor. Then

$$
n=n_ie^{E_F/kT},\qquad \frac{1-f_t}{f_t}=e^{(E-E_F)/kT}.
$$

The Fermi level cancels in the product:

$$
e_n=\sigma v n_i e^{E/kT}.
$$

The same argument for holes gives $e_p=\sigma v n_i e^{-E/kT}$.

Between threshold and flat band, neither carrier is taken to be plentiful at the surface, and emission can act undisturbed. The gate crosses this interval in

$$
t_{em}=\frac{V_T-V_{FB}}{\Delta V_G}\,t_{ramp}
=\frac{1.075\ \mathrm{V}}{3.0\ \mathrm{V}}(100\ \mathrm{ns})=35.8\ \mathrm{ns}.
$$

An active state in the upper half of the gap is almost certainly full when the falling ramp reaches threshold. It still holds its electron at flat band with probability $e^{-e_nt_{em}}$. If it does, a hole removes the electron and recombination occurs. If it does not, the electron has returned to the channel side and no net charge has passed. Hence $r=e^{-e_nt_{em}}$.

For the lower half, the rising ramp matters. The state starts empty, which means that it holds a hole, and it keeps the hole with probability $e^{-e_pt_{em}}$. The two halves are mirror images.

Setting $e_nt_{em}=1$ gives a sharp upper edge. With

$$
a=\sigma v n_i t_{em}=(100\ \mathrm{s^{-1}})(35.8\times10^{-9}\ \mathrm{s})=3.58\times10^{-6},
$$

the edge lies at $E=-kT\ln a$, and the total width is

$$
\Delta E_{sharp}=-2kT\ln a=2(0.02585)(12.54)\ \mathrm{eV}=0.648\ \mathrm{eV}.
$$

The edge is in fact gradual. For a uniform density of states, the effective width is the integral of $r$ over energy:

$$
\Delta E=2\int_0^\infty \exp\!\left(-a e^{E/kT}\right)dE .
$$

The upper limit may be infinite because $r$ is negligible well before the band edge. Substitute $x=ae^{E/kT}$, so that $dE=kT\,dx/x$, and integrate by parts:

$$
\Delta E=2kT\int_a^\infty\frac{e^{-x}}{x}dx
=2kT\left[-e^{-a}\ln a+\int_a^\infty e^{-x}\ln x\,dx\right].
$$

For $a\ll1$, the factor $e^{-a}$ tends to one and the lower limit of the last integral to zero. That integral then equals $-\gamma$, where $\gamma=0.577$ is Euler's constant. Therefore

$$
\Delta E\simeq-2kT(\ln a+\gamma)=0.6484-0.0298=0.619\ \mathrm{eV}.
$$

Solving the rate equations with gradually changing surface densities gives 0.622 eV. This treatment no longer assumes that emission starts abruptly at threshold and stops abruptly at flat band.

The formula for $r$ also accounts for the small deficit found above. At $E=0.20$ eV, the emission probability is about $ae^{0.20/0.02585}=0.008$. It falls exponentially towards midgap, so its average over the interval from 0 to 0.20 eV is about $0.008\times(0.02585/0.20)=0.001$.

If the density of states is $D_{it}(E)$, its mean over the active range is

$$
\overline{D}_{it}=\frac{N}{\Delta E}
=\frac{9.99\times10^9\ \mathrm{cm^{-2}}}{0.622\ \mathrm{eV}}
\approx1.6\times10^{10}\ \mathrm{cm^{-2}\,eV^{-1}}.
$$

This answers (b). The active states lie within roughly 0.3 eV of midgap. States nearer the bands may exist without appearing in the current, so $N$ is not the number of all states in the gap.

## Comparison of estimate and solution

| Treatment | Width (eV) | Mean $D_{it}$ ($10^{10}\ \mathrm{cm^{-2}\,eV^{-1}}$) |
|---|---|---|
| Scaling estimate | 0.60 | 1.7 |
| Sharp edges | 0.648 | 1.54 |
| Gradual edges | 0.619 | 1.61 |
| Rate equations | 0.622 | 1.61 |

For $N$, the estimate and the solution differ by 0.14 %, which comes entirely from rounding $q$ to $1.6\times10^{-19}$ C in the estimate. The scaling argument already contains the full counting law.

For the width, the estimate used the whole ramp time instead of $t_{em}$. This lowers it relative to the sharp-edge result by $2kT\ln(100/35.8)=0.053$ eV. The sharp-edge result is itself 0.026 eV above the rate-equation value, so the errors of the estimate partly cancel. A wrong time enters only through a logarithm, which is why a crude time gives a useful width.

## When the reading holds

**Both phases must be reached.** With a pulse from $+0.5$ to $+1.0$ V, the surface stays in inversion. With a pulse from $-2.0$ to $-1.5$ V, it stays in accumulation. In both cases the rate equations give less than $10^{-11}$ electrons per cycle for a midgap state, against 0.99999 for the full swing. A small current may therefore mean a badly placed pulse instead of a good interface.

**Capture must be complete.** At the top of the pulse the calculated surface electron density is $5.0\times10^{19}\ \mathrm{cm^{-3}}$, and the capture time $1/(\sigma v n)$ is 2.0 ps. The density is high enough for the non-degenerate statistics used here to be inaccurate. Yet even a capture time a hundred times longer would be 0.2 ns, far below the 400 ns plateau. At the pulse base the calculated hole density is about $4\times10^{19}\ \mathrm{cm^{-3}}$, so hole capture is similarly fast. With ramps held at 100 ns, halving the frequency gives 80.03 pA for the 1000 model states, half the original current. The charge per cycle is unchanged.

**The ramps must be stated.** With 10 ns ramps at the same frequency and voltages, the sharp-edge width rises by $2kT\ln10=0.119$ eV to 0.767 eV. The rate equations give 0.732 eV. For the same uniform $D_{it}$, the current would grow by the factor $0.732/0.622=1.18$, to about 188 pA. The frequency alone does not define which states are active.

**The channel must empty.** Inversion electrons that remain when holes arrive recombine in the substrate and add a current unrelated to interface states. If the electrons leave by diffusion alone, with source and drain as perfect sinks, the slowest density profile is $\sin(\pi x/L)$. Inserting it into the diffusion equation with diffusion constant $D$ gives a decay rate $\pi^2D/L^2$. For a mobility of $\mu=300\ \mathrm{cm^2/Vs}$, the Einstein relation $D=\mu kT/q$ gives $D=300\times0.02585=7.76\ \mathrm{cm^2/s}$, and

$$
\tau=\frac{L^2}{\pi^2D}
=\frac{(10^{-4}\ \mathrm{cm})^2}{9.87\times7.76\ \mathrm{cm^2/s}}
=0.13\ \mathrm{ns}.
$$

This is much shorter than $t_{em}=35.8$ ns. The two times become equal at $L\approx17\ \mu$m. One decay time is not enough, however. The inversion layer holds about $3\times10^{12}$ electrons per cm$^2$ at the pulse top and still about $1.6\times10^{10}\ \mathrm{cm^{-2}}$ at threshold, which is more than $N$, so several decay times must fit into the ramp. A charge-sheet estimate with drift and diffusion leaves several times $N$ electrons in the channel at flat band for $L=17\ \mu$m, about $0.1N$ for $8\ \mu$m, and under $0.01N$ for $6\ \mu$m. For these ramps, the channel should be no longer than about $6\ \mu$m.

**Gate leakage must be small or removed.** If the band bending in the silicon is neglected, the oxide field at the pulse base is about 2 MV/cm. An order-of-magnitude tunnelling estimate multiplies the charge at the gate surface by a rough attempt rate and by the barrier transmission. It uses an attempt rate of $0.1\ \mathrm{eV}/h\approx2.4\times10^{13}\ \mathrm{s^{-1}}$, a 3.1 eV barrier and a tunnelling mass of 0.4 electron masses, and counts only the 40 % of the period spent at the pulse base. If all of this current reached the substrate contact, it would be about $2\times10^{-11}$ pA for 5 nm of oxide. For 2 nm at the same field it would be about 200 pA, as large as the signal. These values depend steeply on the assumed mass. A change of 0.1 electron masses moves the 2 nm value by a factor of about 15 to 20 and the 5 nm value by a factor of about $10^3$. Direct tunnelling stays negligible at 5 nm and cannot be dismissed at 2 nm. In that case 160 pA would not by itself imply any particular density of states.

## The numbers beside a real device

The model resembles a transistor with a relatively thick gate oxide. A density near $10^{10}\ \mathrm{cm^{-2}\,eV^{-1}}$ is a rough typical value for a well-annealed silicon–silicon dioxide interface. The main defect at this interface, the silicon dangling bond, has three charge states and hence two levels in the gap, so on a real device $N$ counts active levels rather than defects. Real states also do not share one cross section. If it were $10^{-16}\ \mathrm{cm^2}$ for both carriers, the sharp-edge width would rise from 0.648 to 0.767 eV, and the inferred mean $D_{it}$ would fall from 1.54 to $1.30\times10^{10}\ \mathrm{cm^{-2}\,eV^{-1}}$. In the rate equations a tenfold smaller cross section acts like tenfold faster ramps, so the width becomes 0.732 eV and the mean $D_{it}$ falls from 1.61 to about $1.36\times10^{10}\ \mathrm{cm^{-2}\,eV^{-1}}$. The value of $N$ read from the same 160 pA would not change. Real oxides also hold states a short distance from the interface. Suppose the capture rate falls as $e^{-2\kappa x}$ with depth $x$, where $\kappa=5.7\ \mathrm{nm^{-1}}$ for the barrier and mass above. The capture time then equals the plateau at $x=\ln(400\ \mathrm{ns}/2.0\ \mathrm{ps})/2\kappa\approx1.1$ nm, and deeper states fill only in part. A state must also capture a hole to contribute, and the larger hole barrier of about 4.7 eV gives roughly 0.9 nm for the same mass. States within about 1 nm of the interface may therefore be included in $N$.

Temperature changes the set of active states. At 398 K, with the same $D_{it}$, cross section, pulse and band gap, faster emission reduces the calculated width from 0.622 to 0.436 eV. The current falls to 0.70 of its 300 K value, or about 112 pA. The real silicon gap narrows slightly on heating, which raises $n_i$ and would lower the current somewhat further. The counting law would then correctly report fewer active states, although the interface itself had not improved.

Finally, 1000 is a small number. If states are placed independently and at random, the count in nominally identical devices has a relative standard deviation of roughly $1/\sqrt{1000}$, or 3 %. This spread exceeds the 0.14 % difference between $9.99\times10^9$ and $10^{10}\ \mathrm{cm^{-2}}$, so the rounded density is the sensible one to quote for an interface of this kind. The remaining values are listed in the numerical output.

## Values computed for the example and the checks

```
Pumping current: 160 pA
Frequency: 1 MHz
Gate area: 10 um2 = 1.0e-07 cm2
Elementary charge: 1.6022e-19 C
Charge per cycle: 1.600e-16 C
Current of one state, q f: 0.1602 pA
Active states in device: 998.6
Active state density N: 9.986e+09 cm^-2
N if area misread as (10 um)^2: 9.986e+08 cm^-2
Simulated current, 1000 states, 1 MHz: 160.06 pA
Simulated current, 1000 states, 0.5 MHz: 80.03 pA
Electrons per cycle, midgap state, full swing: 0.99999
Same, pulse +0.5 to +1.0 V (inversion only): -1.9e-12
Same, pulse -2.0 to -1.5 V (accumulation only): 5.9e-22
Oxide thickness: 5 nm; doping: 1e+17 cm^-3
Channel length: 1 um
Pulse base, top: -2.0, 1.0 V
Ramp, plateau: 100, 400 ns
Cross section: 1e-15 cm2; velocity: 1e+07 cm/s
Intrinsic density at 300 K: 1e+10 cm^-3
kT at 300 K: 0.02585 eV
Flat-band, threshold voltage: -0.977, 0.098 V
Emission time: 35.8 ns
Active width, formula: 0.648 eV; simulated: 0.622 eV
Width, 10 ns ramps: 0.767 eV; sim.: 0.732 eV
Mean D_it = N/width (formula): 1.54e+10 cm^-2 eV^-1
Width for cross section 1e-16 cm2: 0.767 eV
Width at 398 K: 0.465 eV; sim.: 0.436 eV
Current ratio 398 K/300 K, same D_it, sim.: 0.70
Spread of state number, 1/sqrt(number): 3.2 %
Mobility: 300 cm2/Vs
Channel emptying time: 0.131 ns
Length where emptying takes the emission time: 17 um
Oxide barrier: 3.1 eV; tunnelling mass: 0.4 m_e
Oxide field at pulse base: 2.05 MV/cm
Gate leakage estimate, 5 nm oxide: 2e-11 pA
Gate leakage estimate, 2 nm, same field: 2e+02 pA
Surface electron density at pulse top: 5.0e+19 cm^-3
Electron capture time at pulse top: 2.0 ps
Depth of oxide states reached, upper estimate: 1.1 nm
```
